\section*{Why squared adatom density overestimates second-layer nucleation behind strong edge barriers}

\section*{Question}

I am estimating how often dimers form on top of a small epitaxial island. Adatoms land on the island, diffuse, and eventually step down over its edge, where an extra barrier $\Delta E$ slows them. The top is almost always empty, and the mean number of adatoms on it is about $0.015$. I calculate the mean density from the residence time, square it, and multiply by a hop rate. At such low density I expected this mean-field estimate to be safe, since the adatoms hardly disturb one another. For a strong edge barrier, however, it gives more dimers per second than there are atoms landing on the island. What has gone wrong, and would a better capture number repair it?

\section*{Answer}

\subsection*{The model and the estimate}

Take a square island of fixed size with $N=L^2$ sites. Atoms land at rate $F$ per site. An adatom hops at rate $\nu$ to each neighbouring site on the island and descends at rate $\nu'=\nu e^{-\Delta E/kT}$ through each bond that crosses the edge. Dimers are stable, so the critical nucleus is one atom. A dimer is counted when an adatom hops or lands on an occupied site. This is a simplification: atoms that bind already on neighbouring sites meet sooner, which matters when the edge barrier is weak but hardly at all when it is strong. Seconds and electronvolts are the natural units here.

Let $n_x$ be the mean number of adatoms on site $x$ when dimer formation is switched off, and let $e_x$ be the number of edge bonds of that site. In the steady state, loss balances arrival:
\begin{equation}
(An)_x\equiv \nu\sum_{y\sim x}(n_x-n_y)+\nu' e_x n_x=F .
\label{one}
\end{equation}
The sum runs over neighbours on the island. If $\tau$ is the residence time averaged over landing sites, the mean adatom number is arrival rate times residence time, $\bar n=\sum_x n_x=FN\tau$, and the mean density is $\bar n/N=F\tau$. The squared-density estimate is
\begin{equation}
\omega_{\rm mf}=\nu B(F\tau)^2,\qquad B=4L(L-1),
\label{mf}
\end{equation}
where $B$ counts ordered pairs of neighbouring sites: either atom of a pair may make the hop. For large $L$, $B\simeq4N$, so this is the usual diffusion constant times density squared, with capture number 4.

\subsection*{What the square counts}

For adatoms that do not react, the product of densities is correct. Let $\rho_{xy}$ be the mean number of ordered pairs with the first atom at $x$ and the second at $y$. A pair is created when one atom lands while the other is present, so
\begin{equation}
(A\otimes1+1\otimes A)\rho=F(n_x+n_y).
\end{equation}
Inserting $\rho_{xy}=n_xn_y$ gives $(An)_xn_y+n_x(An)_y=Fn_y+n_xF$, as required. The rate of all meetings is therefore
\begin{equation}
W=\nu\sum_{x}\sum_{y\sim x}n_xn_y+F\sum_x n_x .
\label{W}
\end{equation}
The first term counts hops onto an occupied site and the second counts direct landings. Replacing $n_x$ by its mean and dropping the landings gives Eq.~\eqref{mf}.

Non-reacting atoms that have met can separate and meet again, and $W$ counts each of these meetings. Reacting adatoms form a dimer at the first one. To leading order in $F$, the true rate is
\begin{equation}
\omega=F\sum_{x,y}n_y\,q_{xy},
\label{first}
\end{equation}
where $q_{xy}$ is the probability that atoms starting at $x$ and $y$ meet before either leaves, with $q_{xx}=1$.

The two counts can be linked site by site. Let $f_w$ be the rate of first meetings at site $w$, and let $P_t(w,z)=(e^{-At})_{wz}$ be the probability that an adatom starting at $w$ is at $z$ after time $t$. Non-reacting atoms that meet at $w$ subsequently spend a mean time
\begin{equation}
K_{wz}=\int_0^\infty P_t(w,z)^2\,dt
\end{equation}
together at $z$. The mean number of unordered pairs at $z$ is $n_z^2/2$, and each such pair has had a first meeting somewhere. Hence
\begin{equation}
\sum_w f_wK_{wz}=\tfrac12 n_z^2,\qquad \omega=\sum_wf_w .
\label{renewal}
\end{equation}
Here $K$ is symmetric because $A$ is. If $M_w$ is the mean number of meetings, including the first, for a pair that first meets at $w$, then $W=\sum_wf_wM_w$ and
\begin{equation}
\frac{W}{\omega}=\frac{\sum_wf_wM_w}{\sum_wf_w}.
\end{equation}
The overcount is the mean number of meetings per pair that meets at all. Both $W$ and $\omega$ scale as $F^2$, so reducing the flux does not remove it. Low occupancy makes three-atom events rare, but it does not stop one pair from being counted repeatedly.

\subsection*{Strong and weak barriers}

Every dimer needs an arrival on an occupied top. With $p$ the probability that the resulting pair meets, averaged over arrivals, Eq.~\eqref{first} becomes
\begin{equation}
\omega=FN\,\bar n\,p=F^2N^2\tau p\le F^2N^2\tau .
\label{bound}
\end{equation}

For a fixed island and a very strong barrier, adatoms explore the whole top before leaving, so the density is uniform and $p\to1$. Summing Eq.~\eqref{one} over all sites cancels the internal hops. Since there are $4L$ edge bonds,
\begin{equation}
FN=4L\nu'F\tau\quad\Rightarrow\quad \tau=\frac{N}{4L\nu'}=\frac{L}{4\nu'} .
\end{equation}
Dividing Eq.~\eqref{mf} by Eq.~\eqref{bound} then gives
\begin{equation}
\frac{\omega_{\rm mf}}{\omega}\to\frac{\nu B\tau}{N^2}
=\frac{\nu\,4L(L-1)}{L^4}\,\frac{L}{4\nu'}
=\frac{L-1}{L^2}\,e^{\Delta E/kT}.
\label{excess}
\end{equation}
The true rate grows as $\tau$, the estimate as $\tau^2$. A capture number independent of the barrier cannot reconcile them.

A well-mixed approximation shows what the square would need in order to hold. Suppose a pair meets at a constant rate $\kappa$, while each atom leaves at rate $1/\tau$. Then
\begin{equation}
p=\frac{\kappa}{\kappa+2/\tau}=\frac{\kappa\tau}{2+\kappa\tau}.
\label{mixed}
\end{equation}
If $\kappa\tau\gg2$, the strong-barrier result returns. If $\kappa\tau\ll2$, then $p\simeq\kappa\tau/2$ and $\omega\simeq F^2N^2\kappa\tau^2/2$, which is again a constant times the squared density. Within this approximation the square thus works, up to a constant prefactor, when nearly all pairs separate by descent before they meet. The adatoms must also still explore the top evenly. The island worked out below never meets both conditions together. Without an extra barrier most pairs do separate before they meet, but the density is then far from even, and between $0$ and $0.05$~eV the ratio $\omega_{\rm mf}/\omega$ already rises from 1.47 to 2.56.

\subsection*{A worked case}

Take $L=10$, so $N=100$ and $B=360$, at $T=300$~K with $kT=0.025852$~eV. An attempt frequency of $10^{12}\,{\rm s^{-1}}$ and a diffusion barrier of $0.40$~eV give $\nu=1.907\times10^5\,{\rm s^{-1}}$. With $F=0.005\,{\rm s^{-1}}$ per site, atoms land on the top at $FN=0.5\,{\rm s^{-1}}$. These are round model parameters, not those of a particular material. The true rates below come from Eq.~\eqref{renewal}.

\begin{center}
\begin{tabular}{cccccc}
$\Delta E$ (eV) & $\tau$ (s) & $\omega$ (s$^{-1}$) & $\omega_{\rm mf}$ (s$^{-1}$) & $\omega_{\rm mf}/\omega$ & $p$\\
\hline
0.00 & $2.63\times10^{-5}$ & $8.04\times10^{-7}$ & $1.18\times10^{-6}$ & 1.47 & 0.122\\
0.05 & $1.06\times10^{-4}$ & $7.47\times10^{-6}$ & $1.91\times10^{-5}$ & 2.56 & 0.283\\
0.10 & $6.43\times10^{-4}$ & $1.08\times10^{-4}$ & $7.10\times10^{-4}$ & 6.58 & 0.671\\
0.15 & $4.36\times10^{-3}$ & $1.01\times10^{-3}$ & $3.26\times10^{-2}$ & 32.1 & 0.930\\
0.20 & $3.00\times10^{-2}$ & $7.43\times10^{-3}$ & $1.55$ & 208 & 0.989
\end{tabular}
\end{center}

At $0.20$~eV the mean adatom number is $0.5\times0.03004=0.0150$. The two rates are
\begin{align}
\omega_{\rm mf}&=(1.907\times10^5)(360)(0.005\times0.03004)^2\,{\rm s^{-1}}
\simeq1.55\,{\rm s^{-1}},\\
\omega&=(0.5)^2(0.03004)(0.989)\,{\rm s^{-1}}
\simeq7.43\times10^{-3}\,{\rm s^{-1}}.
\end{align}
The estimate is 3.1 times the arrival rate, which is impossible. Equation~\eqref{excess} predicts an excess of 206, against the computed 208. The largest and smallest site densities differ by only 0.17\%, so a spatially resolved density would not help: $W/\omega$ is 208.5.

The missing ingredient is the correlation created by the reaction. Without reaction, the probability of finding two adatoms is, to leading order in $\bar n$, $\bar n^2/2=1.13\times10^{-4}$. With reaction it is $1.19\times10^{-6}$, about 95 times smaller, because pairs disappear soon after they form. A loss balance gives nearly the same factor. For uniform density, pairs that fail to meet end at rate $2/\tau$ times the pair probability $p_2$, so $2p_2/\tau=FN\bar n(1-p)$. Using $\bar n=FN\tau$,
\begin{equation}
\frac{\bar n^2/2}{p_2}=\frac{1}{1-p}\simeq\frac{1}{1-0.98917}\simeq92 .
\end{equation}

Without an extra barrier, the estimate is only 47\% above the true rate, although a pair that meets does so 1.94 times on average. Two omissions partly offset this overcount. Direct landings, $F\bar n=6.6\times10^{-8}\,{\rm s^{-1}}$, make up about 4\% of $W=1.94\,\omega=1.56\times10^{-6}\,{\rm s^{-1}}$. The remaining hop meetings exceed $\omega_{\rm mf}$ by about 26\%, because the density is peaked: its largest and smallest site values differ by a factor of 6.5. The fair agreement therefore owes something to cancellation.

The well-mixed picture can be checked across the table. Inverting Eq.~\eqref{mixed} at $0.20$~eV gives $\kappa\tau=2(0.9892)/(0.0108)\simeq183$, hence $\kappa\simeq6.1\times10^3\,{\rm s^{-1}}$. The same $\kappa$ predicts $p\simeq0.93$ at $0.15$~eV and $0.66$ at $0.10$~eV, close to the computed values. At $0.05$~eV it predicts $0.24$ instead of $0.28$. With no barrier it predicts $0.07$ instead of $0.12$; there an adatom leaves before it has explored the top evenly, and the approximation is no longer justified.

\subsection*{Can the capture number be adjusted?}

Choose the capture number so that the estimate is correct at zero barrier. This divides every mean-field rate by 1.474, and the excess at $0.20$~eV is still $208.5/1.474\simeq141$. One could fit a new number at each barrier, but for strong barriers it would have to fall roughly as $1/\tau$, and it would merely encode the missing first-meeting calculation.

The error also matters when a barrier is extracted from a nucleation rate. Since $\omega_{\rm mf}$ varies nearly as $e^{2\Delta E/kT}$, matching it to the true rate at $0.20$~eV lowers the inferred barrier by about
\begin{equation}
\frac{kT}{2}\ln208.5=\frac{0.025852}{2}\times5.34\ {\rm eV}\simeq0.069\ {\rm eV}.
\end{equation}
The full mean-field inversion gives $0.131$~eV.

\subsection*{How far the corrected rate can be trusted}

Equation~\eqref{first} is the leading order in occupancy. For strong barriers, the next correction follows from two states, an empty top and one adatom. Write $a=FN$ and $d=1/\tau$, and assume that a second arrival leads promptly to a dimer. The mean waiting times from the two states obey
\begin{equation}
T_0=\frac1a+T_1,\qquad T_1=\frac1{a+d}+\frac d{a+d}T_0 .
\end{equation}
Substituting the second into the first and collecting $T_0$ gives
\begin{equation}
\frac{a}{a+d}T_0=\frac1a+\frac1{a+d}
\quad\Rightarrow\quad T_0=\frac{2a+d}{a^2},\qquad
\frac1{T_0}=\frac{F^2N^2\tau}{1+2FN\tau}.
\end{equation}
At $\bar n=0.015$ this lowers the rate by 2.9\% relative to leading order. A many-adatom master equation on a $3\times3$ island at the same occupancy gives the same reduction. In the low-flux limit that equation also reproduces Eq.~\eqref{renewal}, as does a direct two-adatom solution of Eq.~\eqref{first} on a $6\times6$ island. The values are in the numerical output.

The rate belongs to an island of given size. At $0.20$~eV the mean wait is roughly $1/\omega\simeq135$~s, during which about $0.67$ atoms land per site. A real island would grow meanwhile, so a growth calculation must follow $\omega$ as the size changes. If dimers can break up, or if the critical nucleus is larger, the first meeting no longer settles the matter and the rate must be derived anew.

For your island, use Eq.~\eqref{bound}: the rate of arrivals on an occupied top, multiplied by the probability that the pair meets. When the barrier is strong enough that $p$ is close to one, no capture number is needed, and $F^2N^2\tau$ suffices as long as $\bar n=FN\tau\ll1$, as at your $\bar n=0.015$. A still stronger barrier raises $\bar n$ at fixed flux. In the worked case $\tau=1.44$~s and $\bar n=0.72$ at $0.30$~eV, where $F^2N^2\tau=0.36\,{\rm s^{-1}}$ is too high. The two-state rate $F^2N^2\tau/(1+2FN\tau)=0.15\,{\rm s^{-1}}$ must then be used, and it never exceeds $FN/2$.

\section*{Calculated quantities}
\begin{verbatim}
Island side: 10 sites; island area: 100 sites
Temperature: 300 K; kT: 0.025852 eV
Attempt frequency: 1.0e+12 1/s
Diffusion barrier: 0.40 eV
Hop rate per bond: 1.9068e+05 1/s
Flux: 0.005 per site per s; arrivals on top: 0.500 1/s
Ordered internal neighbour pairs B: 360
Edge barrier (eV), residence time (s), mean adatom number:
  0.00  2.6275e-05  1.3138e-05
  0.05  1.0563e-04  5.2815e-05
  0.10  6.4303e-04  3.2152e-04
  0.15  4.3561e-03  2.1781e-03
  0.20  3.0042e-02  1.5021e-02
  0.30  1.4369e+00  7.1845e-01
  0.40  6.8762e+01  3.4381e+01
  (rows above 0.20 eV test the formal low-flux limit only)
Edge barrier (eV), true rate (1/s), mean-field rate (1/s), excess:
  0.00  8.0400e-07  1.1848e-06  1.474
  0.05  7.4668e-06  1.9148e-05  2.564
  0.10  1.0785e-04  7.0958e-04  6.579
  0.15  1.0130e-03  3.2564e-02  32.146
  0.20  7.4291e-03  1.5488e+00  208.473
Edge barrier (eV), meetings per meeting pair, meeting probability,
  largest/smallest site density, strong-barrier excess formula:
  0.00  1.940  0.1224  6.5053  0.090
  0.05  2.710  0.2828  1.6180  0.623
  0.10  6.632  0.6709  1.0845  4.307
  0.15  32.183  0.9302  1.0121  29.794
  0.20  208.507  0.9892  1.0017  206.108
At edge barrier 0.20 eV:
  mean-field rate / arrival rate: 3.098
  two-adatom probability, non-reacting: 1.1281e-04
  two-adatom probability, reacting: 1.1920e-06
  their ratio: 94.64
  excess after calibration at zero barrier: 141.47
  barrier inferred by mean-field theory: 0.1308 eV
Formal limit, 0.30 to 0.40 eV:
  residence time grows by factor 47.854
  true rate grows by factor 47.865
Excess / strong-barrier formula at 0.30 eV: 1.000240
Finite-occupancy rate change, 3x3 island: -2.914 %
Finite-occupancy rate change, formula: -2.917 %
Largest relative error, pair-space test: 4.2e-13
Many-adatom test, rate error at zero flux: -7.5e-06
Many-adatom test, pair error at zero flux: -7.6e-06
\end{verbatim}
